# Dirac levels as fixed points of an energy-dependent quadratic form: test program

```python
"""Dirac levels as fixed points of an energy-dependent quadratic form.

Result under test: for V = -Z/r the form
    a_E[G] = int c^2 |G' + kappa G/r|^2 / (2c^2 + E - V) + V |G|^2 dr
has eigenvalues lambda_k(E) that decrease with E; the solutions of
lambda_k(E) = E are the Dirac levels, and a finite basis for G gives
upper bounds, level by level, without spurious states.
G, F: large and small radial components; kappa: angular number;
E: energy without rest energy; c: speed of light. Atomic units inside,
eV and angstrom in the printed output.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

c = 1.0 / sc.fine_structure
EV = sc.physical_constants["Hartree energy in eV"][0]
ANG = sc.physical_constants["Bohr radius"][0] / sc.angstrom
Z = 80.0
decay_length = 0.009                      # angstrom
lam = ANG / decay_length
gam = np.sqrt(1.0 - (Z / c) ** 2)

# Trapezoidal rule in log(r): spectrally accurate for these integrands.
h_log = 0.04
x = np.exp(np.arange(-28.0, 5.8, h_log))
r = x / (2.0 * lam)
w = h_log * r
V = -Z / r


def basis(size):
    """Orthonormal Laguerre functions and their derivatives on the grid."""
    f, df = [], []
    for i in range(size):
        lognorm = 0.5 * (np.log(2 * lam) + gammaln(i + 1)
                         - gammaln(i + 2 * gam + 1))
        env = np.exp(lognorm + gam * np.log(x) - x / 2)
        val = env * eval_genlaguerre(i, 2 * gam, x)
        slope = 0.0 * x
        if i > 0:
            slope = -env * eval_genlaguerre(i - 1, 2 * gam + 1, x)
        f.append(val)
        df.append(2 * lam * ((gam / x - 0.5) * val + slope))
    return np.array(f), np.array(df)


def inner(a, b, weight=1.0):
    return (a * (w * weight)) @ b.T


def form_matrix(E, f, Df):
    p = 1.0 / (2 * c**2 + E - V)
    return c**2 * inner(Df, Df, p) + inner(f, f, V)


def eigenpair(E, f, Df, k):
    """lambda_k(E), norm ratio int F^2 / int G^2, and G, DG, F."""
    vals, vecs = eigh(form_matrix(E, f, Df), inner(f, f))
    G, DG = vecs[:, k] @ f, vecs[:, k] @ Df
    F = c * DG / (2 * c**2 + E - V)
    ratio = np.sum(w * F**2) / np.sum(w * G**2)
    return vals[k], ratio, G, DG, F


def fixed_point(f, Df, k, tol=1e-8):
    """Newton iteration kept inside an enclosure of the root."""
    low, high, E, old = -2 * c**2, np.inf, 0.0, np.inf
    history = []
    for _ in range(120):
        val, ratio = eigenpair(E, f, Df, k)[:2]
        history.append((E, val))
        gap = val - E
        if abs(gap) < tol:
            return E, history
        if gap > 0:
            low, high = E, min(high, val)
        else:
            low, high = max(low, val), E
        new = E + gap / (1 + ratio)
        if not (low < new < high) or abs(gap) > 0.5 * old:
            new = 0.5 * (low + high)
        old, E = abs(gap), new
    raise AssertionError("fixed point not reached")


def dirac_levels(f, Df, chi):
    """All eigenvalues of the Dirac matrix, lower component in span(chi)."""
    n, m = len(f), len(chi)
    H, S = np.zeros((n + m, n + m)), np.zeros((n + m, n + m))
    H[:n, :n] = inner(f, f, V)
    H[n:, :n] = c * inner(chi, Df)
    H[:n, n:] = H[n:, :n].T
    H[n:, n:] = inner(chi, chi, V - 2 * c**2)
    S[:n, :n], S[n:, n:] = inner(f, f), inner(chi, chi)
    return eigh(H, S, eigvals_only=True)


def coulomb_level(n_r):
    return c**2 * (1 / np.sqrt(1 + (Z / c) ** 2 / (n_r + gam) ** 2) - 1)


NMAX = 12
f, df = basis(NMAX)
D = {kappa: df + kappa * f / r for kappa in (-1, 1)}
assert np.allclose(inner(f, f), np.eye(NMAX), atol=1e-10)
E1s, E2 = coulomb_level(0), coulomb_level(1)

print(f"nuclear charge Z = {Z:.0f}, Z/c = {Z / c:.6f}, gamma = {gam:.6f}")
print(f"twice the rest energy = {2 * c**2 * EV:.2f} eV")
print(f"basis decay length = {decay_length:.3f} angstrom")
print(f"reference 1s level = {E1s * EV:.4f} eV")
print(f"reference 2s and 2p1/2 level = {E2 * EV:.4f} eV")
print(f"radius where |V| = 2c^2+E for 1s = "
      f"{Z / (2 * c**2 + E1s) * ANG:.6f} angstrom")

# Integration by parts, lower bound, and strict decrease of all eigenvalues.
for kappa in (-1, 1):
    spectra = []
    for a in np.linspace(100.0, 2 * c**2, 12):
        E = a - 2 * c**2
        A = form_matrix(E, f, D[kappa])
        p = r / (Z + a * r)
        U = (c**2 * kappa**2 / (r * (Z + a * r))
             + kappa * c**2 * a / (Z + a * r) ** 2 + V)
        B = c**2 * inner(df, df, p) + inner(f, f, U)
        assert np.max(abs(A - B)) < 1e-9 * np.max(abs(A))
        vals = eigh(A, eigvals_only=True)
        assert vals[0] >= -a * c**2 * (kappa**2 + abs(kappa)) / Z**2
        spectra.append(vals)
    assert np.all(np.diff(np.array(spectra), axis=0) < 0)
    edge = eigh(form_matrix(-2 * c**2, f, D[kappa]), eigvals_only=True)[0]
    assert edge > 0
    print(f"kappa {kappa:+d}: lowest eigenvalue at E = -2c^2: "
          f"{edge * EV:.2f} eV (N = {NMAX})")

# Slope formula against finite differences; Newton step as Dirac quotient.
for kappa, k in ((-1, 0), (-1, 1), (1, 0)):
    E = -1000.0
    val, ratio, G, DG, F = eigenpair(E, f, D[kappa], k)
    numeric = (eigenpair(E + 1, f, D[kappa], k)[0]
               - eigenpair(E - 1, f, D[kappa], k)[0]) / 2
    assert abs(numeric + ratio) < 1e-7
    energy = np.sum(w * (V * G**2 + 2 * c * F * DG + (V - 2 * c**2) * F**2))
    energy /= np.sum(w * (G**2 + F**2))
    assert abs(energy - (val + ratio * E) / (1 + ratio)) < 1e-7

# Convergence from above, with the a priori error bound.
states = (("1s", -1, 0, E1s), ("2s", -1, 1, E2), ("2p1/2", 1, 0, E2))
final = {}
for name, kappa, k, exact in states:
    previous = np.inf
    for N in (1, 2, 3, 4, 6, 8, 12):
        if N <= k:
            continue
        fN, DN = f[:N], D[kappa][:N]
        E, history = fixed_point(fN, DN, k)
        excess = E - exact
        bound = eigenpair(exact, fN, DN, k)[0] - exact
        assert -1e-7 < excess < bound + 1e-7
        assert E < previous + 1e-7
        previous = E
        if N in (1, 2, 4, 8, 12):
            print(f"{name} N={N}: level {E * EV:.4f} eV, above reference "
                  f"{round(excess * EV, 4) + 0.0:.4f} eV, bound "
                  f"{round(bound * EV, 4) + 0.0:.4f} eV")
    assert abs(excess) * EV < 1e-5
    ratio = eigenpair(E, f, D[kappa], k)[1]
    assert abs(ratio + E / (2 * c**2 + E)) < 1e-6
    print(f"{name}: norm ratio of small to large component = {ratio:.6f}")
    final[name] = (E, history, ratio)

print("iteration for 2p1/2 with N = 12:")
for j, (E, val) in enumerate(final["2p1/2"][1]):
    print(f"  step {j}: E = {E * EV:.6f} eV, lambda(E) = {val * EV:.6f} eV")

# Plain iteration E <- lambda(E): error factor is minus the norm ratio.
E, errors = 0.0, []
for _ in range(6):
    errors.append(E - final["1s"][0])
    E = eigenpair(E, f, D[-1], 0)[0]
factor = errors[5] / errors[4]
assert abs(factor + final["1s"][2]) < 1e-4
print(f"plain iteration for 1s: error factor per step = {factor:.6f}")

# The 2x2 matrix that reverses the derivative term and keeps the others.
Et, kap = -1234.0, 1
K = np.array([[-Z * c / kap, Et], [Et + 2 * c**2, Z * c / kap]])
M = np.array([[-Z, c * kap], [c * kap, -Z]])
Nmat = -np.diag([Et, Et + 2 * c**2])
J = c * np.array([[0.0, -1.0], [1.0, 0.0]])
for X, sign in ((M, 1), (Nmat, 1), (J, -1)):
    assert np.allclose(K @ X, sign * X @ K.T, rtol=1e-12, atol=1e-5)

# One common basis for both components: equal spectra for kappa and -kappa.
common = {kappa: dirac_levels(f, D[kappa], f) for kappa in (-1, 1)}
assert np.allclose(common[1], common[-1], rtol=1e-9, atol=1e-6)
false_level = common[1][np.argmin(abs(common[1] - E1s))]
assert abs(false_level - E1s) * EV < 1e-3
in_gap = common[1][common[1] > -2 * c**2]
count = int(np.sum(in_gap < E2 - 1.0))
assert count >= 1
print(f"common basis, kappa +1: false level = {false_level * EV:.4f} eV")
print(f"common basis, kappa +1: levels in gap below 2p1/2 = {count}")

# Cause: the restricted lower space makes the kinetic form too small.
full = form_matrix(E1s, f, D[1])
coupling = c * inner(f, D[1])
lower = inner(f, f, 2 * c**2 + E1s - V)
restricted = inner(f, f, V) + coupling.T @ np.linalg.solve(lower, coupling)
restricted = 0.5 * (restricted + restricted.T)
assert eigh(full - restricted, eigvals_only=True)[0] > -1e-6
low_full = eigh(full, eigvals_only=True)[0]
low_restricted = eigh(restricted, eigvals_only=True)[0]
assert abs(low_restricted - E1s) < 1e-4 and low_full > E1s + 100
print(f"kappa +1 at E = E(1s): lowest eigenvalue, full form = "
      f"{low_full * EV:.4f} eV")
print(f"kappa +1 at E = E(1s): lowest eigenvalue, restricted form = "
      f"{low_restricted * EV:.4f} eV")

# Cure: same large-component basis, lower space built by the elimination.
f8, D8 = f[:8], D[1][:8]
E_star = fixed_point(f8, D8, 0)[0]
chi = c * D8 / (2 * c**2 + E_star - V)
cured = dirac_levels(f8, D8, chi)
cured = cured[cured > -2 * c**2]
assert len(cured) == 8 and abs(cured[0] - E_star) * EV < 0.01
print(f"kappa +1, eliminated lower space, N = 8: lowest level in gap = "
      f"{cured[0] * EV:.4f} eV")

print("no test failed")
```

Running it gives:

```
nuclear charge Z = 80, Z/c = 0.583788, gamma = 0.811906
twice the rest energy = 1021997.90 eV
basis decay length = 0.009 angstrom
reference 1s level = -96115.8433 eV
reference 2s and 2p1/2 level = -24622.1625 eV
radius where |V| = 2c^2+E for 1s = 0.001244 angstrom
kappa -1: lowest eigenvalue at E = -2c^2: 76611.04 eV (N = 12)
kappa +1: lowest eigenvalue at E = -2c^2: 76611.04 eV (N = 12)
1s N=1: level -90595.4519 eV, above reference 5520.3915 eV, bound 5858.7465 eV
1s N=2: level -95735.8985 eV, above reference 379.9448 eV, bound 417.1419 eV
1s N=4: level -96115.2295 eV, above reference 0.6138 eV, bound 0.6775 eV
1s N=8: level -96115.8433 eV, above reference 0.0000 eV, bound 0.0000 eV
1s N=12: level -96115.8433 eV, above reference 0.0000 eV, bound 0.0000 eV
1s: norm ratio of small to large component = 0.103810
2s N=2: level -18668.1451 eV, above reference 5954.0174 eV, bound 6344.3164 eV
2s N=4: level -24582.1495 eV, above reference 40.0130 eV, bound 41.0264 eV
2s N=8: level -24622.1622 eV, above reference 0.0003 eV, bound 0.0003 eV
2s N=12: level -24622.1625 eV, above reference 0.0000 eV, bound 0.0000 eV
2s: norm ratio of small to large component = 0.024687
2p1/2 N=1: level 31816.8142 eV, above reference 56438.9767 eV, bound 62783.5046 eV
2p1/2 N=2: level -22101.5612 eV, above reference 2520.6014 eV, bound 2622.2380 eV
2p1/2 N=4: level -24605.4497 eV, above reference 16.7128 eV, bound 17.1300 eV
2p1/2 N=8: level -24622.1624 eV, above reference 0.0001 eV, bound 0.0001 eV
2p1/2 N=12: level -24622.1625 eV, above reference 0.0000 eV, bound 0.0000 eV
2p1/2: norm ratio of small to large component = 0.024687
iteration for 2p1/2 with N = 12:
  step 0: E = 0.000000 eV, lambda(E) = -25230.008563 eV
  step 1: E = -24622.162529 eV, lambda(E) = -24622.162529 eV
plain iteration for 1s: error factor per step = -0.103810
common basis, kappa +1: false level = -96115.8433 eV
common basis, kappa +1: levels in gap below 2p1/2 = 1
kappa +1 at E = E(1s): lowest eigenvalue, full form = -22857.2018 eV
kappa +1 at E = E(1s): lowest eigenvalue, restricted form = -96115.8433 eV
kappa +1, eliminated lower space, N = 8: lowest level in gap = -24622.1624 eV
no test failed
```
